# Strain derivative of PAW projections on plane waves, part 1

(Sections cited here and not found follow in the second part.)

## The projection and its response to strain

Let $p_L(\mathbf r)=p_l(r)Y_L(\hat{\mathbf r})$ be a projector function of the projector augmented-wave (PAW) method, written relative to the centre of its atom. The index $L$ stands for the pair $(l,m)$, $Y_L$ is a real spherical harmonic normalised to one on the unit sphere, and the radial function $p_l$ is real and vanishes outside a sphere around the atom. The atom sits at $\mathbf R$ in a periodic cell of volume $\Omega$. A plane wave of Bloch vector $\mathbf k$ and reciprocal lattice vector $\mathbf G$ is normalised to one in the cell,

$$\langle\mathbf r|\mathbf q\rangle=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf k+\mathbf G .$$

Hartree atomic units are used. The letters $a,b,c$ label Cartesian components, $\partial_b$ means $\partial/\partial q_b$, and $q=|\mathbf q|$. The quantity whose strain derivative is wanted is the projection

$$P_L(\mathbf q)=\langle p_L|\mathbf q\rangle=\Omega^{-1/2}\int p_L(\mathbf r-\mathbf R)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r .$$

It measures how much of the partial wave belonging to $L$ is present in the plane wave near this atom. PAW energies depend on it through the nonlocal part of the Hamiltonian and through the overlap operator, so the stress needs its derivative.

The first task is to separate the position of the atom from the shape of the projector. Replacing $\mathbf r$ by $\mathbf r+\mathbf R$ in the integral gives

$$P_L(\mathbf q)=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf R}\int p_L(\mathbf r)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r .$$

The remaining integral is done with the expansion of a plane wave in spherical waves. Put $x=qr$ and $u=\hat{\mathbf q}\cdot\hat{\mathbf r}$. The Legendre polynomials $P_l(u)$ are complete on $-1\le u\le1$, and $\int_{-1}^{1}P_l^2\,du=2/(2l+1)$. Hence

$$e^{ixu}=\sum_l\frac{2l+1}{2}\left[\int_{-1}^{1}P_l(v)e^{ixv}dv\right]P_l(u)=\sum_l(2l+1)\,i^l j_l(x)P_l(u),$$

where the spherical Bessel function is defined by the integral

$$j_l(x)=\frac{1}{2i^l}\int_{-1}^{1}P_l(v)\,e^{ixv}\,dv .$$

The Legendre polynomial is then split into functions of the two directions. Consider the sum $\sum_mY_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf q})$. A common rotation of both directions mixes the harmonics of one $l$ by an orthogonal matrix, which leaves the sum unchanged, so it depends on $u$ alone. As a function of $\hat{\mathbf r}$ it is a harmonic of degree $l$ with axial symmetry about $\hat{\mathbf q}$, and is therefore $C\,P_l(u)$ with a constant $C$. Setting $\hat{\mathbf r}=\hat{\mathbf q}$, where $P_l(1)=1$, gives $C=\sum_mY_{lm}^2(\hat{\mathbf q})$. Integration over the sphere turns this into $4\pi C=2l+1$. Therefore

$$P_l(u)=\frac{4\pi}{2l+1}\sum_mY_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf q}),$$

$$e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(qr)\,Y_{lm}(\hat{\mathbf r})\,Y_{lm}(\hat{\mathbf q}).$$

When this is multiplied by $p_l(r)Y_L(\hat{\mathbf r})$ and integrated over angles, orthonormality leaves one term. With

$$f_l(q)=4\pi\int_0^\infty r^2p_l(r)j_l(qr)\,dr,\qquad F_L(\mathbf q)=f_l(q)\,Y_L(\hat{\mathbf q}),$$

the projection becomes

$$P_L(\mathbf q)=i^l\,e^{i\mathbf q\cdot\mathbf R}\,\Omega^{-1/2}F_L(\mathbf q).\tag{1}$$

The factor $4\pi$ has been put into $f_l$, and the constant $i^l$ stands outside. The factor $e^{i\mathbf q\cdot\mathbf R}$ is the structure-factor phase of this atom. A normalised radial function has the dimension length$^{-3/2}$, so $f_l$ has the dimension length$^{3/2}$, and $P_L$ is a pure number.

A homogeneous strain moves the points of the crystal according to

$$r_a'=\sum_b(\delta_{ab}+\varepsilon_{ab})r_b,\qquad \mathbf r'=(1+\varepsilon)\mathbf r .$$

The nine components $\varepsilon_{ab}$ are treated as independent. They include a rotation, which is the antisymmetric part of $\varepsilon$ to first order. Four things are specified about the deformation. The atoms keep their reduced coordinates, that is, their coefficients with respect to the lattice vectors. The Bloch vector keeps its reduced coordinates with respect to the reciprocal lattice vectors. Each $\mathbf G$ keeps its integers. The projector keeps its shape and its orientation in space, because it is a fixed function belonging to the atom and does not take part in the deformation of the lattice.

Let the columns of the matrix $A$ be the lattice vectors and those of $B$ the reciprocal lattice vectors. They satisfy $B^TA=2\pi$, where the right-hand side is a multiple of the unit matrix, so $B=2\pi(A^{-1})^T$. The strained lattice has $A'=(1+\varepsilon)A$, and hence

$$B'=2\pi\left[A^{-1}(1+\varepsilon)^{-1}\right]^T=\left[(1+\varepsilon)^{-1}\right]^TB .$$

Since $\mathbf q$ is a combination of the columns of $B$ with fixed coefficients, it transforms in the same way:

$$\mathbf q'=\left[(1+\varepsilon)^{-1}\right]^T\mathbf q .\tag{2}$$

To first order $(1+\varepsilon)^{-1}=1-\varepsilon$, because $(1+\varepsilon)(1-\varepsilon)=1-\varepsilon^2$. The component $c$ of (2) is then $q_c'=q_c-\sum_a\varepsilon_{ac}q_a$, where the transpose has put the summed index first. Differentiation gives

$$\left.\frac{\partial q_c}{\partial\varepsilon_{ab}}\right|_{0}=-\delta_{bc}\,q_a .\tag{3}$$

The order of the indices matters. The component $\varepsilon_{ab}$ displaces points along $a$ in proportion to their coordinate $b$, and it changes component $b$ of the wave vector in proportion to component $a$. The minus sign expresses that a stretched wave has a smaller wave number.

The volume becomes $\Omega'=\Omega\det(1+\varepsilon)$ for strains small enough that the determinant stays positive. In the expansion of the determinant, any term containing an off-diagonal element contains at least two of them. To first order only the product of the diagonal elements counts, and it is $1+\sum_a\varepsilon_{aa}$. Hence

$$\left.\frac{\partial\Omega}{\partial\varepsilon_{ab}}\right|_0=\Omega\,\delta_{ab},\qquad
\left.\frac{\partial\Omega^{-1/2}}{\partial\varepsilon_{ab}}\right|_0=-\frac12\Omega^{-3/2}\,\Omega\,\delta_{ab}=-\frac{\delta_{ab}}2\,\Omega^{-1/2}.\tag{4}$$

The phase can be treated without an expansion. The atom moves to $\mathbf R'=(1+\varepsilon)\mathbf R$, and with (2)

$$\mathbf q'\cdot\mathbf R'=\mathbf q^T(1+\varepsilon)^{-1}(1+\varepsilon)\mathbf R=\mathbf q\cdot\mathbf R .\tag{5}$$

The structure-factor phase is thus invariant for any finite strain with an invertible $1+\varepsilon$. In reduced coordinates the reason is visible at once. If $\mathbf q$ has coefficients $\kappa_i$ and $\mathbf R$ has coefficients $s_i$, then $\mathbf q\cdot\mathbf R=2\pi\sum_i\kappa_is_i$, and the lattice vectors no longer appear.

What remains in (1) is $\Omega^{-1/2}F_L(\mathbf q)$. Here $F_L$ is a function of the three components of $\mathbf q$. It has no further dependence on strain, because the projector is rigid. The product rule with (4), and the chain rule with (3), give at $\varepsilon=0$

$$\frac{\partial}{\partial\varepsilon_{ab}}\left[\Omega^{-1/2}F_L\right]
=-\frac{\delta_{ab}}2\Omega^{-1/2}F_L+\Omega^{-1/2}\sum_c\frac{\partial F_L}{\partial q_c}\left(-\delta_{bc}q_a\right).$$

The Kronecker symbol removes the sum, and the result is

$$\frac{\partial}{\partial\varepsilon_{ab}}\left[\Omega^{-1/2}f_l(q)Y_L(\hat{\mathbf q})\right]
=\Omega^{-1/2}\left[-\frac{\delta_{ab}}2-q_a\frac{\partial}{\partial q_b}\right]f_l(q)Y_L(\hat{\mathbf q}).\tag{6}$$

By (5) the derivative of the full projection is this expression multiplied by the unchanged factor $i^le^{i\mathbf q\cdot\mathbf R}$. The differential operator acts on the radial and on the angular factor, since both depend on $\mathbf q$. The reference state need not be free of stress. For a cell that is already deformed, (6) holds for a further small strain, with the current values of $\Omega$ and $\mathbf q$.

The two terms have different origins. The first comes from the normalisation: one plane wave is spread over a larger cell, so its amplitude at the atom falls. The second is easiest to read in real space. By (1), $i^lF_L(\mathbf q)=\int p_Le^{i\mathbf q\cdot\mathbf r}d^3r$, with $\mathbf r$ measured from the atom. Differentiating under the integral gives

$$-i^l q_a\,\partial_bF_L(\mathbf q)=-i\,q_a\int r_b\,p_L(\mathbf r)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r .$$

The strained wave is in step with the original one at the atomic centre, apart from its amplitude, and gets out of step with it in proportion to the distance from the centre. The projector, which has a finite extent and does not stretch, registers this difference.

The role of rigidity is seen by dropping it. Suppose that the projector were carried along by the strain, so that its value at $\mathbf r$ became $p_L((1+\varepsilon)^{-1}\mathbf r)$. Substituting $\mathbf r=(1+\varepsilon)\mathbf x$ gives the volume element $d^3r=(\Omega'/\Omega)\,d^3x$ and the exponent $\mathbf q'\cdot\mathbf r=\mathbf q\cdot\mathbf x$, so that

$$\Omega'^{-1/2}\int p_L\!\left((1+\varepsilon)^{-1}\mathbf r\right)e^{i\mathbf q'\cdot\mathbf r}d^3r=\Omega'^{-1/2}\,\frac{\Omega'}{\Omega}\,i^lF_L(\mathbf q)=\frac{\Omega'^{1/2}}{\Omega}\,i^lF_L(\mathbf q).$$

The derivative of this hypothetical projection is $+\tfrac12\delta_{ab}\Omega^{-1/2}i^lF_L$, without any gradient in $\mathbf q$. The gradient term in (6) is therefore the consequence of a rigid function meeting a deformed wave.

The invariance of the phase depends on what is held fixed. If the atom stayed at its Cartesian position while the lattice was strained, (3) would give

$$\frac{\partial(\mathbf q\cdot\mathbf R)}{\partial\varepsilon_{ab}}=\sum_c(-\delta_{bc}q_a)R_c=-q_aR_b\qquad(\mathbf R\text{ fixed}).$$

If instead the atom moved with the lattice but $\mathbf k$ was held fixed in Cartesian components, $\mathbf G\cdot\mathbf R$ would be invariant by the argument of (5), and $\mathbf k\cdot(1+\varepsilon)\mathbf R$ would give

$$\frac{\partial(\mathbf q\cdot\mathbf R)}{\partial\varepsilon_{ab}}=k_aR_b\qquad(\mathbf k\text{ fixed}).$$

A cell with round parameters shows the size of these effects. Its lattice vectors are $(6,0,0)$, $(1,7,0)$ and $(0.5,1,8)$ bohr, so $\Omega=6\cdot7\cdot8=336$ bohr$^3$. The atom has reduced coordinates $(0.2,0.3,0.4)$, which puts it at $\mathbf R=(1.7,2.5,3.2)$ bohr. The reduced Bloch vector is $(0.1,0.2,0.3)$ and the integers of $\mathbf G$ are $(1,-1,2)$, so the coefficients of $\mathbf q$ are $(1.1,-0.8,2.3)$. The phase is

$$\mathbf q\cdot\mathbf R=2\pi(1.1\cdot0.2-0.8\cdot0.3+2.3\cdot0.4)=2\pi\cdot0.90=5.6549 .$$

Now let the cell undergo the finite strain

$$\varepsilon=\begin{pmatrix}0.10&-0.05&0.03\\0.07&-0.08&0.02\\-0.04&0.06&0.09\end{pmatrix}.$$

With fixed reduced coordinates the phase remains 5.6549. With $\mathbf R$ fixed in space it becomes 4.8514, and with $\mathbf k$ fixed in space 5.7440. The first of these shifts can be compared with its linear estimate. The strain displaces the atom by $\varepsilon\mathbf R=(0.141,-0.017,0.370)$ bohr, and the wave vector is $\mathbf q=(1.1519,-0.8826,1.8448)$ bohr$^{-1}$, so that $-\mathbf q\cdot\varepsilon\mathbf R=-0.860$. The actual shift is $-0.803$. The difference is of second and higher order in the strain, because $\mathbf q'$ contains the inverse of $1+\varepsilon$. The shift at fixed $\mathbf k$, $+0.0891$, equals $\mathbf k\cdot\varepsilon\mathbf R$ without higher terms.

Atoms may also move within the cell when it is strained. If the new position is $(1+\varepsilon)\mathbf R+\mathbf u$, the phase changes by $\mathbf q'\cdot\mathbf u$, which is $\mathbf q\cdot\mathbf u$ to first order. This is the change produced by displacing the atom in the unstrained crystal. It belongs to the force on the atom, and (6) describes the part of the response at fixed reduced coordinates.

At fixed reduced coordinates the structure-factor phase is invariant under strain, and the response of the projection to strain is given by (6), with one term from the normalisation and one from the gradient in $\mathbf q$. It remains to evaluate this gradient explicitly and to use the result in the stress.

Numerical values quoted here were computed with a short program.
